\section*{Why two equal incoherent seam crossings flip at most half the molecules}

\section{What goes wrong when one crossing is counted}

Suppose that an oxygen molecule changes its spin state with probability 0.8 when it crosses a certain region in front of a surface. It is tempting to conclude that 80\% of the molecules that bounce back will have changed state. But a molecule that comes back has crossed the region twice, and the second crossing can undo the first. If the crossings are equal and incoherent and every molecule returns, the changed fraction is 32\%. In that case, reading the single-crossing probability as the outgoing fraction gives a wrong spin balance, and fitting a measured fraction in that way gives a wrong coupling.

The two states are the triplet ground state $T$ and the excited singlet $S$. Their energy curves, drawn as functions of the distance from the surface with the spin character held fixed, meet at a seam. Let $p$ be the probability that the spin state changes in one crossing of the seam. The claim is
\begin{equation}
P=2p(1-p)\le\tfrac12 ,
\label{eq:main}
\end{equation}
where $P$ is the probability, per incident molecule, of leaving in the other state. The assumptions are:
\begin{enumerate}
\item the molecule crosses once inward and once outward, and is turned back inside the seam whichever state it is in;
\item $p$ is the same for both crossings;
\item the spin state does not change between the crossings;
\item phases between different histories average out;
\item both states have enough energy to leave;
\item only two states take part: one triplet sublevel and one singlet.
\end{enumerate}

Equal probabilities for $T\to S$ and $S\to T$ need no further assumption in a two-state crossing. Let $U$ be the unitary matrix that carries the two amplitudes through the seam. Its first column and its first row both have unit length:
\begin{equation}
|U_{TT}|^2+|U_{ST}|^2=1,\qquad |U_{TT}|^2+|U_{TS}|^2=1 .
\end{equation}
Subtraction gives $|U_{ST}|^2=|U_{TS}|^2=p$.

The word ``hop'' can also mean a jump between adiabatic surfaces, which are ordered by energy. The triplet is the lower state outside the seam and the upper state inside it, so a molecule that keeps its spin jumps between these surfaces. The adiabatic hopping probability is thus $1-p$. Exchanging $p$ and $1-p$ leaves Eq.~\eqref{eq:main} unchanged.

\section{Why the other state cannot win}

Two histories end in the other state. The molecule changes on the way in and keeps its new state on the way out, or it keeps its state on the way in and changes on the way out. Without interference their probabilities add:
\begin{equation}
P=p(1-p)+(1-p)p=2p(1-p).
\end{equation}
Completing the square gives the bound:
\begin{align}
2p(1-p)&=2p-2p^2\nonumber\\
&=\tfrac12-\tfrac12\left(1-4p+4p^2\right)\nonumber\\
&=\tfrac12-\tfrac12(1-2p)^2 .
\label{eq:square}
\end{align}
A square is not negative, so $P\le1/2$, with equality at $p=1/2$.

The square has a physical meaning. Let $n$ be the probability of being in the original state, $n'=1-n$ that of being in the other, and $D=n-n'$. After one crossing,
\begin{align}
n_{\rm new}&=(1-p)n+pn',\\
n'_{\rm new}&=pn+(1-p)n',\\
D_{\rm new}&=(1-2p)n-(1-2p)n'=(1-2p)D .
\label{eq:memory}
\end{align}
The factor $1-2p$ measures how much the molecule remembers of its original state. It is negative for $p>1/2$, when one crossing makes the other state the majority. An equal second crossing applies the same factor again. Starting from $D=1$, the molecule leaves with $D=(1-2p)^2\ge0$, so the original state is at least as probable as the other.

The limits follow directly. For small $p$, $P\approx2p$, because there are two chances to change and a double change is rare. At $p=1/2$ the first crossing erases the memory and $P=1/2$. At $p=1$ every molecule changes twice and $P=0$. A molecule thrown back from outside for a second round makes four crossings, and then $P=[1-(1-2p)^4]/2$, which is also at most one half.

\section{What incoherence contributes}

The two histories lead to the same final state, so quantum mechanics adds their amplitudes. Each contains one change and one non-change, and has modulus $\sqrt{p(1-p)}$. With relative phase $\phi$,
\begin{align}
P_{\rm coh}&=p(1-p)\left|1+e^{i\phi}\right|^2\nonumber\\
&=2p(1-p)(1+\cos\phi).
\label{eq:coherent}
\end{align}
This runs from zero to $4p(1-p)$ and reaches one at $p=1/2$. The bound of one half therefore belongs to the phase average, in which $\cos\phi$ averages to zero.

To see when the average applies, take $x$ as the distance outward from the seam. Between the crossings one history travels as $S$ and the other as $T$. In the semiclassical approximation
\begin{equation}
\phi(E)=\frac1\hbar\left(\oint p_S\,dx-\oint p_T\,dx\right)+\phi_0 ,
\end{equation}
where $p_S$ and $p_T$ are here momenta, the integrals cover the round trip inside the seam, and $\phi_0$ collects the phases from the crossings and turning points. Since $p_j^2/2m=E-U_j$, we have $\partial p_j/\partial E=m/p_j=1/v_j$, and the integral of $dx/v_j$ is the round-trip time $\tau_j$. If the energy dependence of $\phi_0$ is neglected,
\begin{equation}
\frac{d\phi}{dE}=\frac{\tau_S-\tau_T}{\hbar},\qquad
\delta E=\frac{2\pi\hbar}{|\tau_S-\tau_T|}=\frac{h}{|\tau_S-\tau_T|},
\label{eq:fringe}
\end{equation}
where $\delta E$ is the energy change that advances $\phi$ by $2\pi$.

For a Gaussian beam of standard deviation $\sigma$, and a phase linear in energy across it, averaging $\cos\phi$ multiplies the fringe by $\exp[-(2\pi\sigma/\delta E)^2/2]$. This factor is below 1\% when $2\pi\sigma/\delta E>\sqrt{2\ln100}=3.03$. With the full width at half maximum equal to $2.355\,\sigma$, the condition is a width above about $1.14\,\delta E$.

\section{How large is the change in one crossing?}

Near the seam let the energy difference between the curves vary as $\alpha t$, with $\alpha=v|\Delta F|$, where $v$ is the speed and $\Delta F$ the difference of slopes. For weak coupling $V$ and a molecule starting in $T$, first-order perturbation theory gives the amplitude in $S$:
\begin{equation}
b=\frac{V}{i\hbar}\int_{-\infty}^{\infty}e^{i\alpha t^2/2\hbar}\,dt .
\end{equation}
The Fresnel integral has squared modulus $2\pi\hbar/\alpha$, so
\begin{equation}
p\approx\frac{V^2}{\hbar^2}\,\frac{2\pi\hbar}{\alpha}
=\frac{2\pi V^2}{\hbar v|\Delta F|}\equiv g .
\end{equation}
For stronger coupling the Landau--Zener formula, taken here as the established result for a linear crossing at constant speed, replaces this by
\begin{equation}
p=1-e^{-g},
\label{eq:lz}
\end{equation}
which returns $p\approx g$ for small $g$. Equation~\eqref{eq:main} does not depend on this formula; it holds for any $p$ that meets the assumptions.

\section{A fast beam, worked through}

Take an O$_2$ molecule of mass 32~u with a normal energy $E=1.5$~eV. The model curves are
\begin{equation}
U_T=\Delta\,e^{-x/a},\qquad U_S=\Delta,
\end{equation}
with $\Delta=1.0$~eV and $a=0.05$~nm. They meet at $x=0$. The coupling is $V(x)=V_0e^{-(x/w)^2}$ with $V_0=0.04$~eV and $w=0.05$~nm. A hard wall 0.13~nm inside the seam turns the singlet back; the triplet is turned back by its own repulsion.

At the seam the kinetic energy is $1.5-1.0=0.5$~eV and the speed is 1736~m/s, or $1.736\times10^{-3}$~nm/fs. The slope difference is $\Delta/a=20$~eV/nm. With $\hbar=0.658$~eV\,fs,
\begin{equation}
g=\frac{2\pi(0.04)^2}{0.658\times1.736\times10^{-3}\times20}=0.440,
\end{equation}
so $p=1-e^{-0.440}=0.356$ and, with the unrounded $p$, $P=2p(1-p)=0.458$.

These values were tested against the two-channel Schr\"odinger equation for the same curves. First the singlet wall was replaced by an absorber, so that the sticking probability of an incoming triplet gives $p$ directly. Then the wall was restored and its position moved in 32 steps through one full cycle of $\phi$, with the energy held fixed. The table gives the mean and the largest flip probability over the cycle.

\begin{center}
\begin{tabular}{cccccc}
$V_0$ (eV) & $p$, Eq.~\eqref{eq:lz} & $p$, absorber & $2p(1-p)$ & mean & largest\\
0.02 & 0.104 & 0.104 & 0.187 & 0.187 & 0.373\\
0.04 & 0.356 & 0.358 & 0.459 & 0.459 & 0.919\\
0.05 & 0.497 & 0.500 & 0.500 & 0.500 & 0.999\\
0.08 & 0.828 & 0.835 & 0.276 & 0.276 & 0.551
\end{tabular}
\end{center}

The fourth column uses $p$ from the absorber. The mean follows the incoherent rule, and the largest value follows $4p(1-p)$. From the third row to the fourth the coupling rises and the outgoing flip probability falls: more molecules change on the way in, but more of them change back.

The round-trip times show whether a beam is incoherent. The singlet moves at constant speed, so $\tau_S=2(0.13~\mathrm{nm})/v=150$~fs. For the triplet put $y=\sqrt{1-(\Delta/E)e^{-x/a}}$. Its speed is $v_\infty y$ with $v_\infty=\sqrt{2E/m}$, and $dx=2ay\,dy/(1-y^2)$. At the turning point $y=0$; at the seam $y_0=\sqrt{1-\Delta/E}=0.577$. Hence
\begin{align}
\tau_T&=2\int\frac{dx}{v_\infty y}
=\frac{4a}{v_\infty}\int_0^{y_0}\frac{dy}{1-y^2}\nonumber\\
&=\frac{4a}{v_\infty}\,\mathrm{artanh}\,y_0=44~\mathrm{fs},
\end{align}
with $v_\infty=\sqrt3\,v$, because the energy far away is three times the kinetic energy at the seam. Equation~\eqref{eq:fringe} gives $\delta E=0.039$~eV; the scattering calculation gives 0.038~eV.

A beam 0.15~eV wide (full width at half maximum) covers about four fringes, well beyond the limit of $1.14\,\delta E\approx0.044$~eV. With the wall fixed, averaging the scattering result over this beam gives $P=0.46$, the incoherent value. No random disturbance of the molecule is needed: the spread of energies removes the fringe.

\section{Sticking changes the number and the denominator}

Let a molecule inside the seam return with probability $R_T$ or $R_S$, according to its state there. An arriving triplet leaves as a singlet with probability
\begin{align}
P&=pR_S(1-p)+(1-p)R_Tp\nonumber\\
&=p(1-p)(R_T+R_S).
\end{align}
Since neither return probability exceeds one, sticking cannot break the bound per incident molecule. If every singlet inside the seam sticks and every triplet returns, $P=p(1-p)\le1/4$. In the example this is 0.230, and the scattering calculation with the absorber gives the same value. One history has been removed, so nothing is left to interfere.

The fraction among the molecules that leave is a different quantity. For the same sticking singlet and arriving triplets, a fraction $1-p$ leaves at all, and the changed share of it is
\begin{equation}
\frac{p(1-p)}{1-p}=p .
\end{equation}
At $p=0.8$ this share is 80\%, although 16\% of the incident molecules leave changed. A detector that normalizes to the scattered flux can therefore report more than one half without contradicting Eq.~\eqref{eq:main}.

\section{Which other conditions matter}

\textbf{Unequal crossings.} Applying Eq.~\eqref{eq:memory} with different probabilities gives $D=(1-2p_{\rm in})(1-2p_{\rm out})$ and
\begin{equation}
P=\tfrac12\left[1-(1-2p_{\rm in})(1-2p_{\rm out})\right].
\end{equation}
This exceeds one half when the two probabilities lie on opposite sides of one half. For 0.1 and 0.9 it is 0.82. Where Eq.~\eqref{eq:lz} applies, energy loss at the surface raises the outward probability, since a slower molecule spends longer at the seam. If the inward probability is below one half, the outward one can thus be carried past one half. If 0.3~eV is lost in the example, the outward probability, taken from scattering at 1.2~eV, is 0.504. Then $P=0.358(0.496)+0.642(0.504)=0.501$, just above one half.

\textbf{A spin change inside.} If the state also changes with probability $q$ between the crossings, there is one more factor $1-2q$:
\begin{align}
P&=\tfrac12\left[1-(1-2p)^2(1-2q)\right]\nonumber\\
&=2p(1-p)+q(1-2p)^2 .
\end{align}
The bound fails for $q>1/2$ unless $p=1/2$. In the example $(1-2p)^2=0.081$, so $q=0.1$ raises $P$ from 0.4594 to 0.4675.

\textbf{Triplet sublevels.} A triplet has three spin sublevels. If one of them couples to the singlet, the other two remain uncoupled throughout, and the incident triplets are unpolarized, one third of them can change. Then $P=2p(1-p)/3$, or 0.153 here. More generally, if $U$ carries the three sublevels and one singlet through the whole collision, unpolarized triplets give $P=\tfrac13\sum_i|U_{ST_i}|^2\le\tfrac13$, because a row of a unitary matrix has unit length. This holds with coherence, unequal crossings or an inner spin change, as long as each step is unitary or an average of unitary steps.

\textbf{A second singlet.} Let the triplet cross two singlets at separate seams, with probability $p_1$ at the outer seam and $p_2$ at the inner one, and let the singlets not cross each other. The molecule leaves as a triplet with probability $p_1^2+(1-p_1)^2\left[p_2^2+(1-p_2)^2\right]$. For $p_1=1/3$ and $p_2=1/2$ this is $1/3$, so $P=2/3$ with equal and incoherent crossings. The bound of one half belongs to two states.

\textbf{A closed exit.} A molecule with less normal energy than $\Delta$ cannot leave as a singlet unless it gains energy. In the model it does not even reach the seam classically, because the curves meet at the energy $\Delta$. If the singlet were attracted to the surface, the seam could lie below $\Delta$ and such a molecule could cross it. On the way out as a singlet it would then be thrown back towards the surface and cross the seam again, so the count of two crossings would no longer apply. In a thermal gas the flux through a plane is distributed in normal energy $\varepsilon$ as $e^{-\varepsilon/k_BT}d\varepsilon/k_BT$, and the fraction above $\Delta$ is $e^{-\Delta/k_BT}$. At 300~K and 1.0~eV this is $1.6\times10^{-17}$. For ordinary gas exposure the outgoing singlet flux from this mechanism is negligible, whatever the value of $p$.

\section{Beside oxygen on aluminium}

The example is a model prompted by the early oxidation of aluminium in a fast O$_2$ beam; it is not a description of that system. The singlet lies roughly 1~eV above the triplet in free O$_2$. It has two degenerate components there, and by symmetry its first-order spin--orbit coupling to the ground triplet vanishes, so a coupling such as $V_0$ would have to come from the surface. The energy of 1.5~eV is far above thermal values and was chosen to open the singlet exit. The coupling, the slopes and the reflecting singlet wall are model choices, not computed properties of aluminium. The wall is the least realistic of them, because oxygen can dissociate and bind on this metal; complete singlet sticking halves $P$ to 0.230. Charge transfer from the metal and the orientation of the molecule are left out.

Elastic return is also a strong idealization. In a head-on collision of mass $m$ and speed $v_0$ with a free atom of mass $M$ at rest, momentum conservation reads $mv_0=mv'+Mu$, and reversal of the relative velocity gives $v'=u-v_0$. Hence $u=2mv_0/(m+M)$, and the energy share passed on is
\begin{equation}
\frac{Mu^2}{mv_0^2}=\frac{4mM}{(m+M)^2}=\frac{4(32)(27)}{59^2}=0.99 .
\end{equation}
A surface atom is bound to its neighbours and is seldom struck head-on, so this is not a prediction of the loss. It shows only that the masses favour energy transfer, so elastic return cannot be taken for granted. If a molecule that has crossed the seam loses more than the 0.5~eV available above it, it cannot leave as a singlet, and the two-crossing result does not describe it.

\section{What to do with a measured fraction}

First state the denominator. Equation~\eqref{eq:main} refers to incident molecules, so the scattered flux and the sticking probability are both needed. Next compare the energy width of the beam with $\delta E$, and the normal energy with the singlet threshold.

If the assumptions hold, including the restriction to two states, Eq.~\eqref{eq:square} can be inverted:
\begin{equation}
(1-2p)^2=1-2P,\qquad p=\tfrac12\left(1\pm\sqrt{1-2P}\right).
\end{equation}
There are two solutions. A value $P=0.459$ is compatible with $p=0.36$ and with $p=0.64$. A second beam energy can separate them: where Eq.~\eqref{eq:lz} applies, a faster molecule has a smaller $p$, so $P$ falls with energy on the lower branch and rises on the upper one until $p$ reaches one half. Near $P=1/2$ the inversion is poorly conditioned, because $dP/dp=2(1-2p)$ vanishes there. For unpolarized triplets with one fixed coupled sublevel, $3P$ takes the place of $P$; inverting 0.153 directly would give $p=0.083$ instead of 0.358.

A fraction per incident molecule that is clearly above one half shows that at least one assumption has failed. For molecules prepared in the coupled sublevel, the candidates treated here are surviving coherence, crossings made unequal by energy loss, a spin change inside the seam, and a second singlet. For unpolarized triplets and one singlet, the first three, as modelled here, cannot raise $P$ above one third. In the model, narrowing the beam tests coherence, since fringes appear with the local spacing $\delta E$. At a real surface they are unlikely to survive: moving the wall by 0.0036~nm relative to the seam spans a full fringe, and thermal displacements of aluminium atoms at 300~K are about 0.01~nm. Measuring the energy of the scattered molecules tests the second. The values behind the example are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
O2 mass (input): 32 u
normal energy (input): 1.50 eV
singlet-triplet gap (input): 1.00 eV
triplet decay length, coupling width (input): 0.05, 0.05 nm
coupling at seam (input): 0.040 eV
kinetic energy at seam: 0.50 eV
speed at seam: 1736 m/s
slope difference at seam: 20.0 eV/nm
Landau-Zener exponent: 0.4398
V (eV) | p Landau-Zener | p quantum | 2p(1-p) | phase mean | max | min
0.020 | 0.1041 | 0.1043 | 0.1868 | 0.1868 | 0.3728 | 0.0008
0.040 | 0.3558 | 0.3575 | 0.4594 | 0.4594 | 0.9186 | 0.0001
0.050 | 0.4970 | 0.5002 | 0.5000 | 0.5000 | 0.9988 | 0.0011
0.080 | 0.8278 | 0.8348 | 0.2759 | 0.2759 | 0.5510 | 0.0008
example P from Landau-Zener p: 0.4584
example difference factor (1-2p)^2, quantum p: 0.0812
flip with fully sticking singlet, quantum: 0.2297
same from p(1-p): 0.2297
singlet wall distance inside seam: 0.13 nm
round-trip time inside seam, singlet: 149.7 fs
round-trip time inside seam, triplet: 43.8 fs
fringe spacing, quantum: 0.0382 eV
fringe spacing, h/(time difference): 0.0390 eV
beam energy width FWHM (input): 0.15 eV
flip probability averaged over beam: 0.4595
unequal crossings p=0.1, 0.9: simulated P = 0.819
sticking singlet, p=0.8: flipped share of leavers = 0.800
energy loss tried (input): 0.30 eV
outward p after loss, quantum: 0.5037
outward p after loss, Landau-Zener: 0.5011
P with this loss: 0.5010
energy share passed to free Al atom, head-on: 0.993
P with inner spin change q=0.1: 0.4675
P if one of three triplet sublevels couples: 0.1531
300 K flux fraction with normal energy above gap: 1.59e-17
\end{verbatim}
